# Proper and improper piezoelectric coefficients of a polar film: test program

```python
"""
Proper and improper piezoelectric coefficients of a polar insulator.

Result under test, at zero macroscopic field and zero initial strain:
    e33_proper = e33_improper
    e31_proper = e31_improper + P_z
Improper: strain derivative of the dipole per current volume.
Proper: charge crossing lattice planes that move with the crystal, per initial
area and unit strain; it is the charge flowing between shorted electrodes.
General form, for r_i -> r_i + strain_jk r_k:
    proper_ijk = improper_ijk + delta_jk P_i - delta_ij P_k

Model: site A (core charge +2e) at height 0 and site B (core charge 0) at
height u*c in a cell a x b x c; one orbital per site, two electrons per cell.
Columns along z are coupled along x. Internal units: e, nm, eV.
"""
import numpy as np
from scipy import constants as const

TO_UC = const.e * 1e20            # e/nm^2 -> microcoulomb/cm^2
A0 = B0 = C0 = 0.5                # cell edges, nm
U0 = 0.40                         # height of B as a fraction of c
U_SLOPE = {"31": 0.10, "33": -0.30}   # du/dstrain for xx and zz strain
ONSITE = 2.5                      # A at +ONSITE, B at -ONSITE, eV
T0, D0, DECAY = 1.5, 0.25, 0.10   # hopping eV at D0 nm, decay length nm
CORE_A, CORE_B = 2.0, 0.0
KX = 2 * np.pi * (np.arange(16) + 0.5) / 16
N_THIN, N_THICK = 20, 30          # slab thicknesses in cells
STEP = 1e-4                       # strain step of central differences


def geometry(kind, strain, centred=False):
    a = A0 * (1 + strain) if kind == "31" else A0
    c = C0 * (1 + strain) if kind == "33" else C0
    u = 0.5 if centred else U0 + U_SLOPE[kind] * strain
    return a, c, u


def hoppings(kx, a, c, u):
    """A-B coupling to the B above (near) and to the B below (far)."""
    def total(height):
        direct = T0 * np.exp(-(height - D0) / DECAY)
        slanted = T0 * np.exp(-(np.hypot(a, height) - D0) / DECAY)
        return direct + 2 * np.cos(kx) * slanted
    return total(u * c), total((1 - u) * c)


def slab(ncell, kind, strain, first, centred=False):
    """Heights and net charges of the layers of a finite slab, per surface cell."""
    a, c, u = geometry(kind, strain, centred)
    n = np.arange(ncell)
    z = np.empty(2 * ncell)
    core = np.empty(2 * ncell)
    energy = np.empty(2 * ncell)
    ia, ib = (0, 1) if first == "A" else (1, 0)
    z[ia::2] = (n if first == "A" else n + 1) * c
    z[ib::2] = (n + u) * c
    core[ia::2], core[ib::2] = CORE_A, CORE_B
    energy[ia::2], energy[ib::2] = ONSITE, -ONSITE
    electrons = np.zeros(2 * ncell)
    for kx in KX:
        near, far = hoppings(kx, a, c, u)
        inside, between = (near, far) if first == "A" else (far, near)
        bond = np.empty(2 * ncell - 1)
        bond[0::2], bond[1::2] = inside, between
        h = np.diag(energy) + np.diag(bond, 1) + np.diag(bond, -1)
        vec = np.linalg.eigh(h)[1][:, :ncell]
        electrons += 2 * np.sum(vec**2, axis=1) / len(KX)
    return z, core - electrons


def polarization(kind, strain, first="A", centred=False):
    """Dipole per current volume, surface terms removed by two thicknesses."""
    a, c, _ = geometry(kind, strain, centred)
    dip = []
    for ncell in (N_THIN, N_THICK):
        z, q = slab(ncell, kind, strain, first, centred)
        dip.append(q @ z)
    return (dip[1] - dip[0]) / (N_THICK - N_THIN) / (a * B0 * c) * TO_UC


def plate_charge(kind, strain, first="A"):
    """Lower-plate charge per surface cell (e), plates at equal potential."""
    c = geometry(kind, strain)[1]
    weighted = []
    for ncell in (N_THIN, N_THICK):
        z, q = slab(ncell, kind, strain, first)
        length = ncell * c
        margin = (length - (z[-1] - z[0])) / 2
        edges = np.concatenate(([z[0] - margin], z, [z[-1] + margin]))
        enclosed = np.concatenate(([0.0], np.cumsum(q)))
        # Gauss: field in each gap = plate charge + enclosed layer charge;
        # the plate charge makes the total voltage vanish.
        plate = -np.sum(enclosed * np.diff(edges)) / length
        weighted.append(ncell * plate)
    return (weighted[1] - weighted[0]) / (N_THICK - N_THIN)


def derivative(function):
    return (function(STEP) - function(-STEP)) / (2 * STEP)


def adiabatic_current(kind):
    """Proper coefficient from first-order adiabatic response, and the gap."""
    kz = 2 * np.pi * np.arange(200) / 200
    kx, kz = np.meshgrid(KX, kz, indexing="ij")
    u, du = U0, U_SLOPE[kind]
    near, far = hoppings(kx, A0, C0, U0)
    plus = hoppings(kx, *geometry(kind, STEP))
    minus = hoppings(kx, *geometry(kind, -STEP))
    dnear, dfar = [(p - m) / (2 * STEP) for p, m in zip(plus, minus)]
    up, down = np.exp(1j * kz * u), np.exp(1j * kz * (u - 1))

    def matrix(off, diag):
        m = np.zeros(kx.shape + (2, 2), complex)
        m[..., 0, 0], m[..., 1, 1] = diag, -diag
        m[..., 0, 1], m[..., 1, 0] = off, np.conj(off)
        return m

    h = matrix(near * up + far * down, ONSITE)
    h_k = matrix(1j * u * near * up + 1j * (u - 1) * far * down, 0.0)
    h_s = matrix(dnear * up + dfar * down, 0.0)
    val, vec = np.linalg.eigh(h)
    low, high = vec[..., 0], vec[..., 1]
    m_k = np.einsum("xyi,xyij,xyj->xy", low.conj(), h_k, high)
    m_s = np.einsum("xyi,xyij,xyj->xy", high.conj(), h_s, low)
    flow = 2 * np.imag(m_k * m_s) / (val[..., 0] - val[..., 1])**2
    centre_rate = np.mean(flow + du * np.abs(low[..., 1])**2)
    dp = CORE_B * du - 2 * centre_rate
    gap = val[..., 1].min() - val[..., 0].max()
    return dp / (A0 * B0) * TO_UC, gap


# ---- general tensor relation on moving charges in a triclinic cell ----
rng = np.random.default_rng(4)
cell = np.array([[1.0, 0.1, 0.2], [0.15, 1.2, -0.1], [-0.2, 0.3, 0.9]])
charge = np.array([1.5, -2.0, 0.5])
place = rng.random((3, 3))
tensor_error = 0.0
for frozen in (False, True):
    slope = np.zeros((3, 3, 3, 3)) if frozen else rng.normal(size=(3, 3, 3, 3))
    vol0 = abs(np.linalg.det(cell))
    p0 = charge @ place @ cell / vol0
    for j in range(3):
        for k in range(3):
            def density(s):
                deform = np.eye(3)
                deform[j, k] += s
                new = cell @ deform.T
                dip = charge @ (place + s * slope[j, k]) @ new
                return dip / abs(np.linalg.det(new))
            improper_vec = derivative(density)
            proper_vec = charge @ slope[j, k] @ cell / vol0
            for i in range(3):
                rule = improper_vec[i] + (j == k) * p0[i] - (i == j) * p0[k]
                tensor_error = max(tensor_error, abs(rule - proper_vec[i]))
assert tensor_error < 1e-6

# ---- the quantum model ----
proper, circuit = {}, {}
for kind in ("31", "33"):
    proper[kind], gap = adiabatic_current(kind)
    for first in ("A", "B"):
        circuit[kind, first] = derivative(
            lambda s: plate_charge(kind, s, first)) / (A0 * B0) * TO_UC
        assert abs(circuit[kind, first] - proper[kind]) < 1e-4


def effective(kind, strain):
    """Polarization relative to the centred crystal on the same lattice."""
    return (polarization(kind, strain)
            - polarization(kind, strain, centred=True))


conventions = {
    "A-first slab": lambda kind, s: polarization(kind, s, "A"),
    "B-first slab": lambda kind, s: polarization(kind, s, "B"),
    "from centred": effective,
}
pol, improper = {}, {}
for name, func in conventions.items():
    pol[name] = func("31", 0.0)
    for kind in ("31", "33"):
        improper[name, kind] = derivative(lambda s: func(kind, s))
    assert abs(improper[name, "31"] + pol[name] - proper["31"]) < 1e-4
    assert abs(improper[name, "33"] - proper["33"]) < 1e-4

quantum = TO_UC / (A0 * B0)
branch_jump = (pol["B-first slab"] - pol["A-first slab"]) / quantum
assert abs(branch_jump - 2 * round(branch_jump / 2)) < 1e-7
assert abs(branch_jump) > 1
centred_charge = []
for s in (0.0, 0.02):
    a_now = geometry("31", s)[0]
    centred_charge.append(
        polarization("31", s, centred=True) * a_now * B0 / TO_UC)
assert abs(centred_charge[1] - centred_charge[0]) < 1e-7

# ---- capacitor example and neglected effects ----
ps = pol["from centred"]
strain = 0.002
pad_um = 100.0
linear = proper["31"] * strain
full = (plate_charge("31", strain) - plate_charge("31", 0.0)) * quantum
wrong = improper["from centred", "31"] * strain
pad_pc = linear * (pad_um * 1e-4)**2 * 1e6
assert abs(full - linear) < 0.05 * abs(linear)

contraction = 0.35                # rough -strain_zz/strain_xx, free thickness
film_nm, layer_nm = N_THIN * C0, 0.5
eps_film = eps_layer = 30.0       # rough relative permittivities
ratio = eps_film * layer_nm / (eps_layer * film_nm)
displacement = ps / (1 + ratio)   # microcoulomb/cm^2
field_layer = displacement * 1e-2 / (const.epsilon_0 * eps_layer)   # V/m
field_film = -field_layer * layer_nm / film_nm * 1e-8               # MV/cm
breakdown = 4.0                   # rough, MV/cm
pyro, drift = 0.005, 1.0          # rough microcoulomb/(cm^2 K), K
leak, load_time = 1e-7, 0.01      # rough A/cm^2, s
temperature = 358.0
kt = const.k * temperature / const.e
thermal = np.exp(-gap / (2 * kt))
assert abs(field_film) < breakdown and thermal < 1e-10

U = "uC/cm2"
print(f"cell edges a = b = c: {A0:.2f} nm")
print(f"height of B, u: {U0:.2f} of c")
print(f"du/dstrain_xx: {U_SLOPE['31']:.2f}, du/dstrain_zz: {U_SLOPE['33']:.2f}")
print(f"site energies: +/-{ONSITE:.1f} eV; core charges: {CORE_A:.0f}, {CORE_B:.0f} e")
print(f"hopping: {T0:.1f} eV at {D0:.2f} nm, decay length {DECAY:.2f} nm")
print(f"smallest band gap: {gap:.3f} eV")
print(f"one e per surface cell: {quantum:.3f} {U}")
print(f"e31 proper, adiabatic current: {proper['31']:.4f} {U}")
print(f"e31 from shorted plates: {circuit['31', 'A']:.4f} {U}")
print(f"e33 proper, adiabatic current: {proper['33']:.4f} {U}")
print(f"e33 from shorted plates: {circuit['33', 'A']:.4f} {U}")
for name in conventions:
    print(f"{name}: P_z = {pol[name]:.4f} {U}")
    print(f"  e31 improper = {improper[name, '31']:.4f} {U}")
    print(f"  e31 improper + P_z = {improper[name, '31'] + pol[name]:.4f} {U}")
    print(f"  e33 improper = {improper[name, '33']:.4f} {U}")
print(f"B-first minus A-first P_z: {branch_jump:.6f} e per surface cell")
print(f"centred crystal, A-first: {centred_charge[0]:.6f} e per surface cell")
print(f"same at 2 % xx strain: {centred_charge[1]:.6f} e per surface cell")
print(f"main results: P_z = {ps / 100:.4f} C/m2 (from centred)")
print(f"  e31 proper = {proper['31'] / 100:.4f} C/m2")
print(f"  e31 improper = {improper['from centred', '31'] / 100:.4f} C/m2")
print(f"  e33 (both) = {proper['33'] / 100:.4f} C/m2")
print(f"largest tensor-rule error, triclinic charges: {tensor_error:.1e}")
print(f"film {film_nm:.0f} nm, pad side {pad_um:.0f} um, xx strain {100*strain:.1f} %")
print(f"circuit charge, linear: {linear:.5f} {U}")
print(f"circuit charge on the pad: {pad_pc:.3f} pC")
print(f"improper e31 would give: {wrong:.5f} {U}")
print(f"nonlinear strain correction: {full - linear:.6f} {U}")
print(f"free thickness, rough contraction ratio {contraction:.2f}:")
print(f"  added charge: {-contraction * proper['33'] * strain:.5f} {U}")
print(f"interface layer {layer_nm:.1f} nm, rough permittivities {eps_film:.0f}:")
print(f"  circuit charge multiplied by {1 / (1 + ratio):.4f}")
print(f"  field in film {field_film:.3f} MV/cm, rough breakdown {breakdown:.0f} MV/cm")
print(f"pyroelectric, rough {pyro:.3f} {U}/K, drift {drift:.0f} K: {pyro*drift:.4f} {U}")
print(f"leakage, rough {leak:.0e} A/cm2 for {load_time:.2f} s: {leak*load_time*1e6:.4f} {U}")
print(f"thermal carrier factor at {temperature:.0f} K: {thermal:.1e}")
print("every check passed")
```

Running it gives:

```
cell edges a = b = c: 0.50 nm
height of B, u: 0.40 of c
du/dstrain_xx: 0.10, du/dstrain_zz: -0.30
site energies: +/-2.5 eV; core charges: 2, 0 e
hopping: 1.5 eV at 0.25 nm, decay length 0.10 nm
smallest band gap: 5.835 eV
one e per surface cell: 64.087 uC/cm2
e31 proper, adiabatic current: -17.5087 uC/cm2
e31 from shorted plates: -17.5087 uC/cm2
e33 proper, adiabatic current: 39.8610 uC/cm2
e33 from shorted plates: 39.8610 uC/cm2
A-first slab: P_z = -45.2345 uC/cm2
  e31 improper = 27.7258 uC/cm2
  e31 improper + P_z = -17.5087 uC/cm2
  e33 improper = 39.8610 uC/cm2
B-first slab: P_z = 82.9396 uC/cm2
  e31 improper = -100.4483 uC/cm2
  e31 improper + P_z = -17.5087 uC/cm2
  e33 improper = 39.8610 uC/cm2
from centred: P_z = 18.8525 uC/cm2
  e31 improper = -36.3613 uC/cm2
  e31 improper + P_z = -17.5087 uC/cm2
  e33 improper = 39.8610 uC/cm2
B-first minus A-first P_z: 2.000000 e per surface cell
centred crystal, A-first: -1.000000 e per surface cell
same at 2 % xx strain: -1.000000 e per surface cell
main results: P_z = 0.1885 C/m2 (from centred)
  e31 proper = -0.1751 C/m2
  e31 improper = -0.3636 C/m2
  e33 (both) = 0.3986 C/m2
largest tensor-rule error, triclinic charges: 5.3e-08
film 10 nm, pad side 100 um, xx strain 0.2 %
circuit charge, linear: -0.03502 uC/cm2
circuit charge on the pad: -3.502 pC
improper e31 would give: -0.07272 uC/cm2
nonlinear strain correction: -0.000008 uC/cm2
free thickness, rough contraction ratio 0.35:
  added charge: -0.02790 uC/cm2
interface layer 0.5 nm, rough permittivities 30:
  circuit charge multiplied by 0.9524
  field in film -0.338 MV/cm, rough breakdown 4 MV/cm
pyroelectric, rough 0.005 uC/cm2/K, drift 1 K: 0.0050 uC/cm2
leakage, rough 1e-07 A/cm2 for 0.01 s: 0.0010 uC/cm2
thermal carrier factor at 358 K: 8.4e-42
every check passed
```
